# Threefold Density Multiplication of Lamellae on an 84 nm Guide: verification in Python

```python
"""
Result under test: lamellae of natural period L0 = 27 nm, held upright, parallel
to and in register with a guide of pitch P = 84 nm at three periods per guide
period, have period P/3 = 28 nm and tensile strain P/(3 L0) - 1 = 1/27 (3.7 %).

Symbols: n = lamellar periods per guide period, stretch = period / L0,
gamma = interfacial tension between the blocks, K = chain-stretching constant.
Energy per volume: K*period**2 + 2*gamma/period. With gamma in mJ/m2 and
lengths in nm, energy per volume times film thickness is in mJ/m2.
"""
import numpy as np
from scipy.constants import k as boltzmann
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import binom

pitch = 84.0             # nm
natural = 27.0           # nm
n_target = 3
gamma = 1.0              # mJ/m2, rough typical value
thickness = 30.0         # nm, rough typical value
anneal_T = 523.0         # K, rough typical value
room_T = 293.0           # K
interface_width = 5.0    # nm, rough typical value
si_expansion = 3e-6      # 1/K, rough mean value for silicon
line_length = 1000.0     # nm
period_error = 0.5       # nm, assumed uncertainty of natural period
gamma_change = 0.03      # assumed relative change of tension

# Geometry: formula against a search for periods that keep phase at all stripes.
guided = pitch / n_target
strain = guided / natural - 1
trial_periods = np.linspace(22, 41, 1901)
stripes = np.arange(41)
registry = np.cos(2*np.pi*pitch*stripes[:, None]/trial_periods).mean(axis=0)
found_period = trial_periods[np.argmax(registry)]
assert abs(found_period - guided) < 0.011
assert abs(strain - 1/27) < 1e-12

# Gaussian stretching law: exact random-walk counts, energy in kT.
steps = 400


def walk_cost(distance):
    return (binom.logpmf(steps//2, steps, 0.5)
            - binom.logpmf((steps + distance)//2, steps, 0.5))


walk_ratio = walk_cost(40) / walk_cost(20)
assert abs(walk_ratio - 4) < 0.04  # finite walk has small quartic terms

# Interface area per volume: count the domain boundaries in a long box.
box = 28000.0
x = (np.arange(560000) + 0.5) * box / 560000
signs = np.cos(2*np.pi*x/guided) > 0
interface_density = np.count_nonzero(signs[1:] != signs[:-1]) / box
assert abs(interface_density - 2/guided) < 2/box

# Energy model and its reduced form.
K = gamma / natural**3


def energy_density(period, tension=gamma):
    return K*period**2 + 2*tension/period


def reduced_excess(stretch):
    return (stretch**2 + 2/stretch)/3 - 1


minimum = minimize_scalar(energy_density, bounds=(10, 60), method="bounded",
                          options={"xatol": 1e-8})
assert abs(minimum.x - natural) < 1e-4
assert abs(minimum.fun - 3*gamma/natural) < 1e-10
for period in (21.0, 28.0, 42.0):
    direct = energy_density(period)/minimum.fun - 1
    assert abs(direct - reduced_excess(period/natural)) < 1e-9

excess = energy_density(guided)/minimum.fun - 1
quadratic = strain**2
cubic = strain**2 - 2*strain**3/3
assert abs(quadratic/excess - 1) < 0.03   # next term is about 2.5 percent
assert abs(cubic/excess - 1) < 0.002      # next term is about 0.1 percent

# Best whole number and the limits of its pitch window.
best_n = min(range(1, 9), key=lambda n: energy_density(pitch/n))
assert best_n == n_target
limits = []
for n in (2, 3):
    root = brentq(lambda p: energy_density(p/n) - energy_density(p/(n + 1)),
                  n*natural, (n + 1)*natural)
    formula = natural*(2*n**2*(n + 1)**2/(2*n + 1))**(1/3)
    assert abs(root - formula) < 1e-7
    limits.append(root)
assert limits[0] < pitch < limits[1]

# Cost in film units.
base_area_energy = minimum.fun * thickness
cost_area = {n: (energy_density(pitch/n) - minimum.fun)*thickness
             for n in (2, 3, 4)}
patch_area = pitch * line_length * 1e-18
cost_kT = {n: cost_area[n]*1e-3*patch_area/(boltzmann*anneal_T)
           for n in cost_area}

# Slip of a free film: first stripe at which a natural pattern is in phase again.
slip_length = pitch*natural/(pitch - n_target*natural)
slip_guides = next(j for j in range(1, 100)
                   if abs(j*pitch/natural - round(j*pitch/natural)) < 1e-9)
assert abs(slip_guides*pitch - slip_length) < 1e-9
assert round(slip_length/natural) - round(slip_length/guided) == 1

# Stripe coverage by the preferred block: registered and free patterns.
stripe_width = guided/2
inside = ((np.arange(400) + 0.5)/400 - 0.5)*stripe_width
registered_cover = np.mean(np.cos(2*np.pi*inside/guided) > 0)
offsets = (np.arange(540) + 0.5)*natural/540
free_cover = np.mean(np.cos(2*np.pi*(inside[:, None] + offsets)/natural) > 0)
assert registered_cover > 0.999
assert abs(free_cover - 0.5) < 0.005
break_even = 2*cost_area[3]*pitch/stripe_width
gain = break_even*(registered_cover - free_cover)*stripe_width/pitch
assert abs(gain/cost_area[3] - 1) < 0.01

# Tilt that fits the guide unstretched: distance between tilted parallel planes.
tilt = np.arccos(natural/guided)
plane_direction = np.array([np.sin(tilt), np.cos(tilt)])
lateral_offset = np.array([guided, 0.0])
normal_part = lateral_offset - plane_direction*(lateral_offset @ plane_direction)
assert abs(np.linalg.norm(normal_part) - natural) < 1e-9
top_shift = thickness*np.tan(tilt)

# Neglected effects.
strain_short = guided/(natural - period_error) - 1
strain_long = guided/(natural + period_error) - 1
shifted = minimize_scalar(lambda p: energy_density(p, gamma*(1 + gamma_change)),
                          bounds=(10, 60), method="bounded",
                          options={"xatol": 1e-8}).x
assert abs(shifted - natural*(1 + gamma_change)**(1/3)) < 1e-4
strain_gamma = guided/shifted - 1
hot_pitch = pitch*(1 + si_expansion*(anneal_T - room_T))
strain_hot = hot_pitch/(n_target*natural) - 1

print(f"Guide pitch: {pitch:.1f} nm")
print(f"Natural period: {natural:.1f} nm")
print(f"Pitch / natural period: {pitch/natural:.4f}")
print(f"Guided period, formula: {guided:.3f} nm")
print(f"Guided period, registry search: {found_period:.2f} nm")
print(f"Misfit per lamellar period: {guided - natural:.3f} nm")
print(f"Misfit per guide period: {pitch - n_target*natural:.3f} nm")
print(f"Strain relative to natural period: {100*strain:.3f} %")
print(f"Same misfit relative to guided period: {100*(1-natural/guided):.3f} %")
print(f"Random-walk cost ratio, distance doubled: {walk_ratio:.4f}")
for n in (2, 3, 4):
    print(f"n={n}: period {pitch/n:.2f} nm, strain {100*(pitch/n/natural-1):.2f} %")
    print(f"n={n}: relative excess energy {reduced_excess(pitch/n/natural):.6f}")
    print(f"n={n}: cost per film area {cost_area[n]:.5f} mJ/m2")
    print(f"n={n}: cost per guide period of line length {cost_kT[n]:.1f} kT")
print(f"Quadratic estimate of excess, n=3: {quadratic:.6f}")
print(f"Estimate with cubic term, n=3: {cubic:.6f}")
print(f"Pitch window for n=3: {limits[0]:.2f} to {limits[1]:.2f} nm")
print(f"Interfacial tension (rough): {gamma:.1f} mJ/m2")
print(f"Film thickness (rough): {thickness:.1f} nm")
print(f"Anneal temperature (rough): {anneal_T:.0f} K")
print(f"Line length for kT values: {line_length:.0f} nm")
print(f"Unstretched film energy per area: {base_area_energy:.4f} mJ/m2")
print(f"Free-film slip length: {slip_length:.1f} nm = {slip_guides} guide periods")
print(f"Stripe width: {stripe_width:.1f} nm")
print(f"Stripe coverage, registered: {registered_cover:.3f}")
print(f"Stripe coverage, free: {free_cover:.3f}")
print(f"Break-even wetting contrast: {break_even:.4f} mJ/m2")
print(f"Tilt that avoids stretching: {np.degrees(tilt):.2f} degrees")
print(f"Sideways shift at film top for that tilt: {top_shift:.2f} nm")
print(f"Assumed natural-period uncertainty: {period_error:.1f} nm")
print(f"Strain if natural period is shorter: {100*strain_short:.2f} %")
print(f"Strain if natural period is longer: {100*strain_long:.2f} %")
print(f"Assumed tension increase: {100*gamma_change:.1f} %")
print(f"Natural period after tension increase: {shifted:.3f} nm")
print(f"Strain after tension increase: {100*strain_gamma:.2f} %")
print(f"Silicon expansion (rough): {si_expansion:.1e} 1/K from {room_T:.0f} K")
print(f"Guide pitch at anneal temperature: {hot_pitch:.3f} nm")
print(f"Strain with expanded guide: {100*strain_hot:.3f} %")
print(f"Interface width (rough): {interface_width:.1f} nm")
print(f"Interface width / domain width: {interface_width/(guided/2):.3f}")
print("all good")
```

Running it gives:

```
Guide pitch: 84.0 nm
Natural period: 27.0 nm
Pitch / natural period: 3.1111
Guided period, formula: 28.000 nm
Guided period, registry search: 28.00 nm
Misfit per lamellar period: 1.000 nm
Misfit per guide period: 3.000 nm
Strain relative to natural period: 3.704 %
Same misfit relative to guided period: 3.571 %
Random-walk cost ratio, distance doubled: 4.0050
n=2: period 42.00 nm, strain 55.56 %
n=2: relative excess energy 0.235156
n=2: cost per film area 0.78385 mJ/m2
n=2: cost per guide period of line length 9118.6 kT
n=3: period 28.00 nm, strain 3.70 %
n=3: relative excess energy 0.001339
n=3: cost per film area 0.00446 mJ/m2
n=3: cost per guide period of line length 51.9 kT
n=4: period 21.00 nm, strain -22.22 %
n=4: relative excess energy 0.058789
n=4: cost per film area 0.19596 mJ/m2
n=4: cost per guide period of line length 2279.7 kT
Quadratic estimate of excess, n=3: 0.001372
Estimate with cubic term, n=3: 0.001338
Pitch window for n=3: 65.69 to 93.21 nm
Interfacial tension (rough): 1.0 mJ/m2
Film thickness (rough): 30.0 nm
Anneal temperature (rough): 523 K
Line length for kT values: 1000 nm
Unstretched film energy per area: 3.3333 mJ/m2
Free-film slip length: 756.0 nm = 9 guide periods
Stripe width: 14.0 nm
Stripe coverage, registered: 1.000
Stripe coverage, free: 0.500
Break-even wetting contrast: 0.0536 mJ/m2
Tilt that avoids stretching: 15.36 degrees
Sideways shift at film top for that tilt: 8.24 nm
Assumed natural-period uncertainty: 0.5 nm
Strain if natural period is shorter: 5.66 %
Strain if natural period is longer: 1.82 %
Assumed tension increase: 3.0 %
Natural period after tension increase: 27.267 nm
Strain after tension increase: 2.69 %
Silicon expansion (rough): 3.0e-06 1/K from 293 K
Guide pitch at anneal temperature: 84.058 nm
Strain with expanded guide: 3.775 %
Interface width (rough): 5.0 nm
Interface width / domain width: 0.357
all good
```
